Kittel's resonance frequency of an ellipsoidal macrospin

1. The situation

A small magnetic element is shaped like a flattened, elongated ellipsoid. Its magnetization rests along the longest axis, and a field of 0.1 T is applied in the same direction. A free electron spin with g = 2 would precess in this field at 2.80 GHz. The magnetization of the element, nudged away from rest, oscillates at about 10 GHz when its magnetization is 800 kA/m.

The additional stiffness comes from the magnetic field that the element produces itself. That field depends on the direction of the magnetization relative to the body, and therefore changes during the motion. The task is to find how it enters the frequency.

2. Model and equation of motion

The magnetization M is taken as uniform, with fixed magnitude Ms, so one unit vector m = M/Ms describes the whole body. This is the macrospin model. The shape is the sole source of anisotropy, and retardation and eddy currents are neglected. Damping is left out until part 7. SI units are used, with fields multiplied by μ₀ and quoted in tesla.

A body of volume V has magnetic moment VM and angular momentum J. For electrons the two are opposite:

VM = −γJ, γ = gμB/ħ > 0.

The torque is dJ/dt = VM × B. Multiplying by −γ/(V Ms) gives

dm/dt = −γ m × B_eff.

Here B_eff is the applied field plus μ₀ times the body's own field H_d. Using μ₀H_d rather than μ₀(H_d + M) changes nothing, because M × M = 0. Since dm/dt is perpendicular to m, the length of m is conserved.

3. The field inside the ellipsoid

Let the semi-axes be a_x, a_y, a_z, and let A be the diagonal matrix with entries 1/a_i². The surface is r·Ar = 1. The magnetic potential of the dipoles filling the body is

φ(r) = (1/4π) ∫ M·(r − r′)/|r − r′|³ d³r′ = M·E(r),

E(r) = (1/4π) ∫ (r − r′)/|r − r′|³ d³r′.

For an interior point r, write r′ = r + s u, with u a unit vector and s the distance. Then (r − r′)/|r − r′|³ = −u/s² and d³r′ = s² ds dΩ. The factors s² cancel, and the s integral gives the distance R(u) from r to the surface along u:

E(r) = −(1/4π) ∫ u R(u) dΩ.

The distance follows from (r + Ru)·A(r + Ru) = 1, that is

(u·Au)R² + 2(u·Ar)R − (1 − r·Ar) = 0.

Inside the body r·Ar < 1, so there is one positive root:

R = [−u·Ar + √D]/(u·Au), D = (u·Ar)² + (u·Au)(1 − r·Ar).

The term with √D is unchanged under u → −u. Multiplied by u it is odd, and its integral over all directions vanishes. What remains is linear in r:

E_i = (1/4π) ∫ u_i (Σ_j u_j r_j/a_j²)/(u·Au) dΩ.

Terms with j ≠ i vanish because reversing u_j alone changes their sign. Hence E_i = N_i r_i, with

N_i = (1/4π) ∫ (u_i²/a_i²)/(Σ_k u_k²/a_k²) dΩ.

The potential is φ = Σ_i N_i M_i r_i, and H_d = −∇φ has components

H_d,i = −N_i M_i.

The field is uniform, so every part of the body feels the same torque, and a uniform magnetization stays uniform under this equation. Adding the three integrands gives 1, so

Nx + Ny + Nz = 1.

For numerical work, take z as the polar axis and set w = u_z. The denominator becomes P cos²φ + Q sin²φ, where φ is now the azimuth and

P = w²/a_z² + (1 − w²)/a_x², Q = w²/a_z² + (1 − w²)/a_y².

With t = tan φ, a quarter turn contributes ∫₀^∞ dt/(P + Qt²) = π/(2√(PQ)), and a full turn contributes 2π/√(PQ). Therefore

N_z = ∫₀¹ w² dw / √{[w² + (1 − w²)a_z²/a_x²][w² + (1 − w²)a_z²/a_y²]}.

The other factors follow by relabelling the axes. Only ratios of semi-axes enter. If a_z is much smaller than the others, the integrand tends to 1 and N_z → 1. If a_z is much larger, N_z → 0.

4. Linearization and Kittel's formula

Let the applied field B0 point along the principal axis z. The effective field is

B_eff = (−μ₀Ms Nx mx, −μ₀Ms Ny my, B0 − μ₀Ms Nz mz).

For m = (0, 0, 1) it is parallel to m, so this direction is an equilibrium. The components of the cross product are

(m × B_eff)_x = my(B0 − μ₀Ms Nz mz) + mz μ₀Ms Ny my
= my[B0 + μ₀Ms(Ny − Nz)mz],

(m × B_eff)_y = −mz μ₀Ms Nx mx − mx(B0 − μ₀Ms Nz mz)
= −mx[B0 + μ₀Ms(Nx − Nz)mz],

(m × B_eff)_z = μ₀Ms(Nx − Ny)mx my.

Now put mx = x and my = y, both small. Conservation of length gives mz = 1 − (x² + y²)/2 + …, so mz = 1 to first order. The z component of the torque is of second order. Define two stiffness fields:

Bx = B0 + μ₀Ms(Nx − Nz),
By = B0 + μ₀Ms(Ny − Nz).

These are not components of the field vector; they measure the resistance to tilting toward x and toward y. The linear equations are

dx/dt = −γBy y, dy/dt = γBx x.

The term −Nz is the static demagnetizing field, which opposes B0. The terms Nx and Ny come from the transverse demagnetizing fields, which appear as soon as m tilts.

Differentiate the first equation and insert the second:

d²x/dt² = −γBy dy/dt = −γ²Bx By x.

If both stiffness fields are positive, this is an oscillation with Kittel's frequency

ω₀ = γ√(Bx By)
= γ√{[B0 + μ₀Ms(Nx − Nz)][B0 + μ₀Ms(Ny − Nz)]}.

For x = X cos ω₀t, the first linear equation gives

y = −(dx/dt)/(γBy) = X[ω₀/(γBy)] sin ω₀t = X√(Bx/By) sin ω₀t.

The tip of m moves on an ellipse that is longer in the direction of smaller stiffness. Its amplitudes satisfy X/Y = √(By/Bx).

5. A worked element

Take semi-axes of 40, 10 and 60 nm along x, y and z, with Ms = 800 kA/m, g = 2 and B0 = 0.1 T. These are round model parameters. They give μ₀Ms = 1.0053 T and γ/2π = 27.99 GHz/T. Numerical quadrature of the one-dimensional integrals yields

Nx = 0.1651, Ny = 0.7412, Nz = 0.0937.

The stiffness fields are

Bx = 0.1 + 1.0053 × (0.1651 − 0.0937) = 0.172 T,
By = 0.1 + 1.0053 × (0.7412 − 0.0937) = 0.751 T.

With one more digit kept in the stiffness fields, the frequency is

f₀ = 27.99 GHz/T × √(0.1717 × 0.7509) T = 10.05 GHz,

or ω₀ = 63.2 rad/ns. Most of the increase over 2.80 GHz comes from By: tilting toward the short axis puts magnetic charge on the broad faces and costs much energy. The amplitude ratio is X/Y = 2.09, so the motion lies mainly in the plane of the two longer axes.

6. Energy, and what a real frequency does not prove

The energy per volume is

w = −Ms B0 mz + ½μ₀Ms²(Nx mx² + Ny my² + Nz mz²).

The factor ½ belongs to the self-energy, in which each pair of dipoles is counted once. To second order, mz = 1 − (x² + y²)/2 and mz² = 1 − x² − y². Subtracting the equilibrium value w₀ gives

w − w₀ = ½Ms B0(x² + y²) + ½μ₀Ms²[(Nx − Nz)x² + (Ny − Nz)y²]
= ½Ms(Bx x² + By y²).

The stiffness fields are thus the energy curvatures divided by Ms. Two positive values mean a minimum, opposite signs a saddle, and two negative values a maximum.

At a saddle, Bx By < 0 and the linear equation has a solution growing at the rate γ√(−Bx By). At a maximum, Bx By > 0 and the frequency γ√(Bx By) is real again, but dy/dt = γBx x has the opposite sign, so the precession is reversed. A real frequency alone does not establish an energy minimum. Without damping, the single vector m stays near a maximum as well, because its energy is conserved (in a real body, nonuniform modes can take up energy and grow even without damping); part 7 shows that damping makes the maximum unstable.

The same element at zero field shows all three cases, according to the axis along which m points:

Long axis: stiffness fields 0.072 and 0.651 T; a minimum, with f = 6.05 GHz.
Middle axis: 0.579 and −0.072 T; a saddle, with growth rate 35.8 ns⁻¹.
Short axis: −0.651 and −0.579 T; a maximum, with f = 17.2 GHz.

A field along the middle axis adds to both of its stiffness fields and stabilizes that direction above 0.072 T. Against uniform rotation, the short axis needs more than 0.651 T; part 10 notes that a nonuniform mode can raise this threshold. Between 0.579 and 0.651 T its two stiffness fields have opposite signs, and it is a saddle.

7. Damping

Gilbert damping adds a term with a dimensionless constant α > 0:

dm/dt = −γ m × B_eff + α m × dm/dt.

To first order, m × dm/dt has x component −dy/dt and y component dx/dt. For motion proportional to exp(λt), the equations become

λx = −(γBy + αλ)y, λy = (γBx + αλ)x.

Multiply the first by λ and substitute the second. For nonzero x this gives λ² = −(γBx + αλ)(γBy + αλ), or

(1 + α²)λ² + αγ(Bx + By)λ + γ²Bx By = 0.

At a minimum all three coefficients are positive, and both roots have negative real parts. At a saddle the product of the roots is negative, so one root is positive. At a maximum the product is positive and the sum is positive, so both real parts are positive: damping drives m away.

When the roots at a minimum are complex, λ = −Γ ± iω, their sum and product give

Γ = αγ(Bx + By)/[2(1 + α²)], ω² = ω₀²/(1 + α²) − Γ².

The decay rate contains the arithmetic mean of the stiffness fields, while the frequency contains their geometric mean. The frequency changes only at second order in α.

For the element at 0.1 T with α = 0.01, Γ = 0.01 × 175.9 × (0.172 + 0.751)/2 = 0.81 ns⁻¹, with γ in rad/(ns T). The amplitude falls by a factor e in 1.23 ns, about 12 periods, and the frequency stays at 10.05 GHz to the digits given. At zero field the largest real part of λ is −0.64 ns⁻¹ on the long axis and +1.08 ns⁻¹ on the short axis.

8. Why the free frequency is a resonance

Return to the undamped case and add a weak field b cos ωt along x. It adds mz b cos ωt to the y component of m × B_eff. Its contribution to the z component is a product of small quantities and is dropped. Thus

dy/dt = γBx x − γb cos ωt,
d²x/dt² + ω₀²x = γ²By b cos ωt.

A particular solution is γ²By b cos ωt/(ω₀² − ω²). Starting from x = y = 0 also requires dx/dt = 0, because no drive appears in the equation for dx/dt. Adding the free solution that meets these conditions gives

x = γ²By b(cos ωt − cos ω₀t)/(ω₀² − ω²).

To take ω → ω₀, use

cos ωt − cos ω₀t = 2 sin[(ω₀ + ω)t/2] sin[(ω₀ − ω)t/2].

The second sine tends to (ω₀ − ω)t/2, which cancels the vanishing factor in the denominator:

x = γ²By b t sin(ω₀t)/(2ω₀).

In the linear equations the amplitude now grows in proportion to time, while off resonance it remains bounded. The growth law holds only while the tilt stays small: at larger tilts the free frequency shifts, as part 10 shows, and the motion falls out of step with the drive.

For b = 10 μT acting for 1.02 ns, Runge–Kutta integration of the full undamped equation gives a largest |mx| of 1.88 × 10⁻³ at ω = ω₀ and 3.2 × 10⁻⁴ at ω = 0.8ω₀. These numbers describe the undamped model. With α = 0.01 the decay time is comparable to the duration of the drive, so the linear growth law would already need correction.

9. Limiting shapes and field directions

Sphere. By symmetry, Nx = Ny = Nz = 1/3. The differences vanish and ω₀ = γB0. The body's own field stays antiparallel to m and exerts no torque.

Thin film, field in the plane. With y normal to the film, Ny = 1 and Nx = Nz = 0. Then Bx = B0, By = B0 + μ₀Ms, and

ω₀ = γ√[B0(B0 + μ₀Ms)].

Thin film, field along the normal. Now Nz = 1 and Nx = Ny = 0. Both stiffness fields are B0 − μ₀Ms, so

ω₀ = γ(B0 − μ₀Ms), B0 > μ₀Ms.

Below that field the normal direction is an energy maximum.

Long circular needle, field along its axis. Here Nz = 0 and, by symmetry and the sum rule, Nx = Ny = ½. Therefore ω₀ = γ(B0 + μ₀Ms/2).

A very flat spheroid comes close to the film limits. For a diameter-to-thickness ratio of 1000 and the same Ms, the full formula gives 0.999 times the film value for 0.1 T in the plane, and 1.005 times the film value for 1.5 T along the normal.

For the worked element, a field of 1.2 T gives 42.9 GHz along the long axis, 39.7 GHz along the middle axis and 16.3 GHz along the short axis. A sphere would give 27.99 × 1.2 = 33.6 GHz in every direction. Along the short axis both shape terms are negative, which puts the frequency below that of the sphere.

10. Larger tilts and the limits of the model

The formula is the small-amplitude limit of a nonlinear motion. Rotating m by 180° about z leaves the equation unchanged. Initial tilts +θ and −θ toward x therefore have the same frequency, and the first correction to a smooth frequency is proportional to θ².

Runge–Kutta integration of the undamped element at 0.1 T gives 10.00 GHz for an initial tilt of 10° toward x and 9.84 GHz for 20°. Relative to Kittel's value, the shifts are −0.53 % and −2.1 %. Doubling the tilt makes the shift about four times as large.

The other conditions concern the body and the field. The proof of a uniform internal field used the quadratic equation of an ellipsoid, so a rectangular element is not covered by it. If the magnetization varies within the body, a single vector m is not enough. The minima, saddles and maxima of part 6 compare uniform states only; they do not show that a real element of this size has no nonuniform state of lower energy, especially at zero field. Nor do they show stability against small nonuniform deviations. With m along the short axis, a curling pattern in the plane of the two longer axes produces no magnetic charge and is opposed only by exchange and the internal field. For an exchange stiffness of 13 pJ/m, typical of permalloy, a variational estimate shows that it keeps this state unstable up to at least 0.67 T, and for 10 pJ/m up to about 0.69 T, above the uniform threshold of 0.651 T. Crystal or surface anisotropy, written as energy per volume, adds its own energy curvatures, taken on the unit sphere with mz = √(1 − x² − y²) as in part 6 and divided by Ms, to Bx and By, provided that z remains an equilibrium direction and the added energy has no mixed xy term; otherwise the linearization must be repeated. If the applied field does not lie along a principal axis, the equilibrium generally tilts away from that axis, and the linearization must be repeated about the new direction.

Numerical values quoted here were computed with a short program.
